# Distinct acid generators activated by five random electron strikes: verification in Python

```python
"""
Result under test: if m electrons each strike one of n acid generators,
uniformly, independently and without regard to earlier strikes, the expected
number of distinct generators activated is n*(1 - (1 - 1/n)**m).
For n = 10 and m = 5 this is 4.0951, not 5.

Symbols: n generators in the cell, m electrons (strikes), D distinct
generators activated, U = n - D untouched generators.
The reference side is a complete list of all n**m strike sequences.
"""
from fractions import Fraction
from math import comb, exp, sqrt
import numpy as np
from scipy import constants
from scipy.stats import poisson

n, m = 10, 5

# ---- complete list of strike sequences, one row per sequence ----
sequences = np.indices((n,) * m).reshape(m, -1).T
total = len(sequences)
ordered = np.sort(sequences, axis=1)
distinct = 1 + np.count_nonzero(np.diff(ordered, axis=1), axis=1)
is_new = np.column_stack([
    np.all(sequences[:, :j] != sequences[:, [j]], axis=1) for j in range(m)])

# mean, in exact rational arithmetic
mean_listed = Fraction(int(distinct.sum()), total)
mean_formula = n * (1 - (1 - Fraction(1, n)) ** m)
assert mean_listed == mean_formula
assert round(float(mean_listed), 3) == 4.095

# chance that each successive electron finds a fresh generator
gains = [Fraction(int(is_new[:, j].sum()), total) for j in range(m)]
for j in range(m):
    assert gains[j] == (1 - Fraction(1, n)) ** j
assert sum(gains) == mean_listed

# distribution of D: listed counts against inclusion and exclusion
counts = np.bincount(distinct, minlength=m + 1)
for k in range(1, m + 1):
    onto = sum((-1) ** j * comb(k, j) * (k - j) ** m for j in range(k + 1))
    assert int(counts[k]) == comb(n, k) * onto

# variance of D
square_listed = Fraction(int((distinct ** 2).sum()), total)
variance_listed = square_listed - mean_listed ** 2
mean_untouched = n * (1 - Fraction(1, n)) ** m
pairs_untouched = n * (n - 1) * (1 - Fraction(2, n)) ** m
variance_formula = pairs_untouched + mean_untouched - mean_untouched ** 2
assert variance_listed == variance_formula

# ---- unequal strike probabilities: half the generators twice as likely ----
weights = np.array([2.0] * (n // 2) + [1.0] * (n // 2))
strike_prob = weights / weights.sum()
sequence_prob = np.prod(strike_prob[sequences], axis=1)
mean_unequal = float(sequence_prob @ distinct)
assert abs(mean_unequal - np.sum(1 - (1 - strike_prob) ** m)) < 1e-10
rng = np.random.default_rng(1)
for trial in range(20):
    p = rng.dirichlet(np.ones(n))
    assert np.prod(p[sequences], axis=1) @ distinct < float(mean_listed)


# ---- spent generators struck with a reduced relative weight ----
def mean_with_spent_weight(spent_weight):
    """Weighted sum over the complete list of sequences."""
    probability = np.ones(total)
    spent = np.zeros(total)
    for j in range(m):
        target_weight = np.where(is_new[:, j], 1.0, spent_weight)
        probability *= target_weight / (n - spent + spent_weight * spent)
        spent += is_new[:, j]
    assert abs(probability.sum() - 1) < 1e-10
    return float(probability @ distinct)


mean_half_weight = mean_with_spent_weight(0.5)
assert abs(mean_with_spent_weight(0.0) - m) < 1e-10
assert abs(mean_with_spent_weight(1.0) - float(mean_listed)) < 1e-10
assert float(mean_listed) < mean_half_weight < m


# ---- step-by-step chain for any number of strikes ----
def chain_means(generators, max_strikes, success=1.0):
    """Mean number activated after 0, 1, ..., max_strikes strikes."""
    active = np.arange(generators + 1)
    state = np.zeros(generators + 1)
    state[0] = 1.0
    means = [0.0]
    for _ in range(max_strikes):
        advance = state * success * (generators - active) / generators
        state = state - advance
        state[1:] += advance[:-1]
        means.append(float(state @ active))
    return np.array(means)


assert abs(chain_means(n, m)[m] - float(mean_listed)) < 1e-12

success = 0.8
mean_success = chain_means(n, m, success)[m]
assert abs(mean_success - n * (1 - (1 - success / n) ** m)) < 1e-12

# Poisson number of single strikes, mean m
numbers = np.arange(81)
mean_poisson = float(poisson.pmf(numbers, m) @ chain_means(n, 80))
assert abs(mean_poisson - n * (1 - exp(-m / n))) < 1e-10

# Poisson number of photons, a fixed number of strikes from each
strikes_per_photon = 2
photons = m / strikes_per_photon
photon_pmf = poisson.pmf(numbers, photons)


def mean_paired(success_probability):
    means = chain_means(n, 80 * strikes_per_photon, success_probability)
    return float(photon_pmf @ means[::strikes_per_photon])


def paired_formula(success_probability):
    miss = (1 - success_probability / n) ** strikes_per_photon
    return n * (1 - exp(-photons * (1 - miss)))


mean_pairs = mean_paired(1.0)
mean_combined = mean_paired(success)
assert abs(mean_pairs - paired_formula(1.0)) < 1e-10
assert abs(mean_combined - paired_formula(success)) < 1e-10

# Poisson number of generators, mean n (an empty cell activates none)
mean_random_cell = 0.0
for g in range(1, 81):
    cell_mean = chain_means(g, m)[m]
    assert abs(cell_mean - g * (1 - (1 - 1 / g) ** m)) < 1e-10
    mean_random_cell += poisson.pmf(g, n) * cell_mean

# ---- EUV resist cell, rough typical parameters ----
generator_density = 0.2        # per nm^3
absorption_per_um = 5.0        # per um
wavelength_nm = 13.5
film_nm = 30.0
volume = n / generator_density
edge = volume ** (1 / 3)
photon_joule = constants.h * constants.c / (wavelength_nm * 1e-9)
photon_ev = photon_joule / constants.e
absorbed_density = photons / volume
absorption_per_nm = absorption_per_um / 1000
fluence = absorbed_density / absorption_per_nm       # photons per nm^2
dose = fluence * photon_joule * 1e14 * 1e3           # mJ/cm^2

# independent check in SI units: photons absorbed in the cell at this dose
dose_si = dose * 10.0                                # J/m^2
absorbed_energy = dose_si * absorption_per_um * 1e6 * volume * 1e-27
assert abs(absorbed_energy / photon_joule - photons) < 1e-9

bottom_strikes = m * exp(-absorption_per_nm * film_nm)
mean_bottom = float(poisson.pmf(numbers, bottom_strikes) @ chain_means(n, 80))
assert abs(mean_bottom - n * (1 - exp(-bottom_strikes / n))) < 1e-10

# ---- printed numbers ----
print(f"generators n = {n}, electrons m = {m}")
print(f"strike sequences listed = {total}")
print(f"sum of distinct counts over the list = {int(distinct.sum())}")
print(f"P(a given generator is missed by all) = {(1 - 1/n)**m:.5f}")
print(f"P(a given generator is activated) = {1 - (1 - 1/n)**m:.5f}")
print(f"expected distinct activated = {float(mean_listed):.4f}")
print(f"expected distinct, 3 decimals = {float(mean_listed):.3f}")
print(f"expected wasted strikes = {float(m - mean_listed):.4f}")
for j in range(m):
    print(f"P(electron {j + 1} finds a fresh one) = {float(gains[j]):.4f}")
for k in range(1, m + 1):
    print(f"D = {k}: sequences {counts[k]}, P = {counts[k] / total:.4f}")
print(f"variance of D = {float(variance_listed):.4f}")
print(f"standard deviation of D = {sqrt(variance_listed):.3f}")
print("EUV cell, rough typical inputs:")
print(f"generator density = {generator_density} per nm^3")
print(f"absorption coefficient = {absorption_per_um} per um")
print(f"strikes per absorbed photon = {strikes_per_photon}")
print(f"wavelength = {wavelength_nm} nm")
print(f"photon energy = {photon_ev:.1f} eV")
print(f"cell volume = {volume:.1f} nm^3")
print(f"cell edge = {edge:.2f} nm")
print(f"mean absorbed photons in cell = {photons:.2f}")
print(f"absorbed photon density = {absorbed_density:.3f} per nm^3")
print(f"incident photons = {fluence:.1f} per nm^2")
print(f"local dose = {dose:.1f} mJ/cm^2")
print("Mean number activated when one assumption is changed:")
print(f"Poisson number of strikes: {mean_poisson:.3f}")
print(f"strikes in pairs, Poisson photons: {mean_pairs:.3f}")
print(f"Poisson number of generators: {mean_random_cell:.3f}")
print(f"activation probability {success}: {mean_success:.3f}")
print(f"half the generators twice as likely: {mean_unequal:.3f}")
print(f"spent generators at half weight: {mean_half_weight:.3f}")
print(f"film thickness = {film_nm:.0f} nm")
print(f"mean strikes at film bottom = {bottom_strikes:.2f}")
print(f"film bottom, Poisson strikes: {mean_bottom:.3f}")
print(f"pairs and activation {success} together: {mean_combined:.3f}")
print("tests ok")
```

Printed output:

```
generators n = 10, electrons m = 5
strike sequences listed = 100000
sum of distinct counts over the list = 409510
P(a given generator is missed by all) = 0.59049
P(a given generator is activated) = 0.40951
expected distinct activated = 4.0951
expected distinct, 3 decimals = 4.095
expected wasted strikes = 0.9049
P(electron 1 finds a fresh one) = 1.0000
P(electron 2 finds a fresh one) = 0.9000
P(electron 3 finds a fresh one) = 0.8100
P(electron 4 finds a fresh one) = 0.7290
P(electron 5 finds a fresh one) = 0.6561
D = 1: sequences 10, P = 0.0001
D = 2: sequences 1350, P = 0.0135
D = 3: sequences 18000, P = 0.1800
D = 4: sequences 50400, P = 0.5040
D = 5: sequences 30240, P = 0.3024
variance of D = 0.5283
standard deviation of D = 0.727
EUV cell, rough typical inputs:
generator density = 0.2 per nm^3
absorption coefficient = 5.0 per um
strikes per absorbed photon = 2
wavelength = 13.5 nm
photon energy = 91.8 eV
cell volume = 50.0 nm^3
cell edge = 3.68 nm
mean absorbed photons in cell = 2.50
absorbed photon density = 0.050 per nm^3
incident photons = 10.0 per nm^2
local dose = 14.7 mJ/cm^2
Mean number activated when one assumption is changed:
Poisson number of strikes: 3.935
strikes in pairs, Poisson photons: 3.781
Poisson number of generators: 4.009
activation probability 0.8: 3.409
half the generators twice as likely: 4.014
spent generators at half weight: 4.447
film thickness = 30 nm
mean strikes at film bottom = 4.30
film bottom, Poisson strikes: 3.497
pairs and activation 0.8 together: 3.189
tests ok
```
